# Arclength Continuation and Stability of Steady Oxygen Discharges

## Result

Let $u$ collect the independent variables of a volume-averaged discharge and let $\lambda=\ln I$, where $I$ is the coil-current amplitude. Its evolution is $\dot u=F(u,\lambda)$. A steady curve can be followed through a simple turning point by solving

$$F(u,\lambda)=0,\qquad t\cdot(z-z_0)=\Delta s,\qquad z=(u,\lambda), \tag{1}$$

where $t$ is the unit tangent at the previous point $z_0$. Linear stability at fixed current is read from the eigenvalues $\mu$ of $F_u=\partial F/\partial u$. Along the curve, with primes for arclength derivatives,

$$\mu\,w\cdot u'=-(w\cdot F_\lambda)\lambda',\qquad w^{\mathsf T}F_u=\mu w^{\mathsf T}. \tag{2}$$

Thus an eigenvalue passes through zero at a turning point. The state gains or loses stability there if all other eigenvalues have negative real parts. A complex pair may also cross the imaginary axis elsewhere, so the whole spectrum is needed.

## The reduced discharge equations

The algebra uses atomic units, with temperature $T$ measured as an energy. The gas is closed and has fixed temperature, electrons are Maxwellian, and all densities are volume averages. The processes are

- ionization, $\mathrm{O_2+e\to O_2^++2e}$, coefficient $k_i$;
- dissociation, $\mathrm{O_2+e\to2O+e}$, $k_s$;
- attachment, $\mathrm{O_2+e\to O+O^-}$, $k_a$;
- detachment, $\mathrm{O^-+O\to O_2+e}$, $k_d$;
- recombination, $\mathrm{O_2^++O^-\to O_2+O}$, $k_r$;
- wall loss of $\mathrm{O_2^+}$ with an electron, at rate $\nu_wn_e$, and of O, at rate $\nu_On_O$, both returning $\mathrm{O_2}$.

Neutrality and conservation of oxygen nuclei give

$$n_+=n_e+n_-,\qquad n_2=N-\tfrac12(n_O+n_-+2n_+),$$

where $N$ is the $\mathrm{O_2}$ density before dissociation. With $\alpha=n_-/n_e$, division of each particle balance by its own density yields

$$\frac{d\ln n_e}{dt}=(k_i-k_a)n_2-\nu_w+k_dn_O\alpha, \tag{3}$$

$$\frac{d\ln n_-}{dt}=\frac{k_an_2}{\alpha}-k_dn_O-k_rn_+, \tag{4}$$

$$\frac{d\ln n_O}{dt}=\frac{(2k_s+k_a)n_2n_e+k_rn_+n_-}{n_O}-k_dn_--\nu_O. \tag{5}$$

The electron energy density is $3n_eT/2$. If $P$ is the absorbed power, $V$ the volume and $C$ the energy loss rate per electron, then $d(3n_eT/2)/dt=P/V-n_eC$. Expanding the derivative and dividing by $3n_eT/2$ gives

$$\frac{d\ln T}{dt}=\frac{P/(Vn_e)-C}{3T/2}-\frac{d\ln n_e}{dt}. \tag{6}$$

The wall rate is modelled as $\nu_w=h\sqrt{T/M}\,A/V$, with ion mass $M$, wall area $A$ and edge factor $h$. An escaping electron carries mean energy $2T$. Equating the electron flux per unit density, $\sqrt{T/2\pi}\,e^{-\phi/T}$, to $\sqrt{T/M}$ gives a sheath energy $\phi=(T/2)\ln(M/2\pi)$. A presheath adds $T/2$. Hence

$$C=n_2\Big(\sum_jk_j\varepsilon_j+\frac{3k_mT}{M}\Big)+\nu_wT\Big[\frac52+\frac12\ln\frac{M}{2\pi}\Big],$$

where $\varepsilon_j$ is the loss per inelastic event and $k_m$ the momentum-transfer coefficient.

**Power absorption.** Treat the plasma as a one-turn ring of radius $a$, radial depth $d$ and height $b$. Its conductivity is $n_e/\nu$, where $\nu=k_mN$, so

$$R_p=\frac{2\pi a\nu}{n_edb},\qquad L_p=\frac{\mu_0\pi a^2}{b},\qquad \mu_0=\frac{4\pi}{c^2}.$$

The formula for $L_p$ holds for $b\gg a$ and overestimates the inductance of a short ring. Electron inertia replaces $R_p$ by $R_p(1+i\omega/\nu)$ in the impedance. For mutual inductance $L_m$, the ring current obeys

$$I_2=-\frac{i\omega L_mI}{R_p(1+i\omega/\nu)+i\omega L_p}.$$

Put $L_m^2=\kappa L_cL_p$, with coil inductance $L_c$ and coupling $\kappa$. Substitution in $|I_2|^2R_p/2$, followed by division of numerator and denominator by $R_p^2$, gives the inductive power. Adding a constant capacitive resistance $R_c$,

$$P=\frac{I^2}{2}R,\qquad R=\frac{R_0x}{1+(x+\beta)^2}+R_c, \tag{7}$$

$$R_0=\omega\kappa L_c,\quad x=\frac{\omega L_p}{R_p}=\frac{n_e}{n_0},\quad n_0=\frac{2\nu}{\mu_0\omega ad},\quad \beta=\frac{\omega}{\nu}.$$

## Which Jacobian decides stability

Let $r$ contain four independent densities and energies, and let $c$ contain the two conserved sums. The full equations have the form $\dot r=f(r,c)$, $\dot c=0$. Their Jacobian is

$$\begin{pmatrix}f_r&f_c\\0&0\end{pmatrix}.$$

Its eigenvalues are those of $f_r$ and two zeros. The zeros describe changes of total charge or nuclei, which the closed, neutral discharge excludes.

Now change to $u=(\ln n_e,\ln n_-,\ln n_O,\ln T)$. If $S=\partial u/\partial r$, then $\dot u=Sf$. At a steady state $f=0$, so derivatives of $S$ do not contribute, and

$$F_u=Sf_rS^{-1}.$$

This similarity transformation preserves the eigenvalues. By contrast, dividing the rows of $F$ by different numerical scales preserves its roots and Newton steps but changes the eigenvalues. Such scaling belongs in the corrector and must be removed before stability is assessed.

## Passing the turning point

Differentiating $F(u(s),\lambda(s))=0$ gives

$$F_uu'+F_\lambda\lambda'=0. \tag{8}$$

At a simple fold $F_u$ has one zero eigenvalue, with right and left vectors $v,w$, and $w\cdot F_\lambda\ne0$. Multiplying (8) by $w^{\mathsf T}$ then forces $\lambda'=0$. Newton's method at fixed current loses its fast convergence there because its matrix $F_u$ is singular. Just beyond a quadratic fold it has no nearby root to find.

The corrector for (1) instead uses

$$B=\begin{pmatrix}F_u&F_\lambda\\t_u^{\mathsf T}&t_\lambda\end{pmatrix}.$$

To see that $B$ is regular, suppose $Bq=0$. The first four rows have rank four, since $F_\lambda$ lies outside the range of $F_u$ when $w\cdot F_\lambda\ne0$. Their null space is therefore spanned by $t$, so $q=\gamma t$. The last row gives $\gamma t\cdot t=\gamma=0$. Here $t$ is the tangent at the point itself; by continuity $B$ stays regular with the preceding tangent in its last row if the step is short enough.

The tangent solves $Bt=e_5$, where $e_5$ is the last unit vector. Cramer's rule replaces the last column of $B$ by $e_5$, giving

$$\lambda'=t_\lambda=\frac{\det F_u}{\det B}. \tag{9}$$

Since $\det B$ does not vanish on a regular curve, $\lambda'$ and $\det F_u$ change sign together. A complex pair contributes $|\mu|^2$ to the determinant, so its crossing is invisible to this sign.

Multiplying (8) by a left eigenvector gives (2). Here $F_\lambda$ has one nonzero component, in the temperature equation. Because $\partial P/\partial\lambda=2P$, it is $4P/(3Vn_eT)$.

For a quadratic fold at $s=0$, $\lambda-\lambda_f\simeq\lambda''s^2/2$ and $\lambda'\simeq\lambda''s$. Also $u'(0)=v$ when $v$ has unit length. Equation (2) becomes

$$|\mu|\simeq\left|\frac{w\cdot F_\lambda}{w\cdot v}\right|\sqrt{2|\lambda''|\,|\lambda-\lambda_f|}. \tag{10}$$

This needs $w\cdot v\ne0$ and $\lambda''\ne0$. Recovery therefore becomes slow as a stable state approaches the fold.

The algorithm is as follows.

1. At a chosen low $n_e$, solve the three particle balances for $n_-,n_O,T$. Obtain $I$ from $P=Vn_eC$.
2. Solve $Bt=e_5$, using the preceding tangent in the last row, and normalize $t$.
3. Predict $z_0+t\Delta s$ and correct (1) by Newton's method.
4. Compute every eigenvalue of the unscaled $F_u$.
5. When $t_\lambda$ changes sign, vary the last arc step until $t_\lambda=0$.

## Numerical errors

The predictor omits $z''\Delta s^2/2$, but the corrector removes this error. The step therefore limits convergence and the chance of missing two close folds; it does not accumulate an error in the steady states.

Derivatives can be obtained by a complex displacement:

$$\frac{\operatorname{Im}F(z+i\eta)}{\eta}=F'-\frac{\eta^2}{6}F'''+\cdots.$$

No nearby function values are subtracted, so $\eta$ can be as small as $10^{-30}$, which makes the truncation error negligible.

For a Jacobian error $\delta J$, expand $(F_u+\delta J)(v+\delta v)=(\mu+\delta\mu)(v+\delta v)$ to first order and multiply by $w^{\mathsf T}$. The terms in $\delta v$ cancel, leaving

$$\delta\mu=\frac{w^{\mathsf T}\delta J\,v}{w\cdot v}. \tag{11}$$

The absolute error stays finite at a simple fold, but the relative error diverges as $\mu\to0$. By (9), the computed zero of $\lambda'$ shifts with the same $\delta J$. The extremum of $\lambda$ over converged steady states does not depend on $\delta J$ and gives an independent check of the fold.

An error in a physical parameter $p$ moves the fold itself. Differentiation of $F=0$ at the fold and multiplication by $w^{\mathsf T}$ remove $F_udu$, so

$$\frac{d\lambda_f}{dp}=-\frac{w\cdot F_p}{w\cdot F_\lambda}. \tag{12}$$

A small Newton residual says nothing about this error.

## Why this discharge folds

In steady state $I^2=2Vn_eC/R$. Define the capacitive share $\varphi=R_c/R$ and

$$\sigma=\frac{2x(x+\beta)}{1+(x+\beta)^2}.$$

The logarithmic derivative of the inductive part of $R$ is $1-\sigma$, and that part has weight $1-\varphi$. Thus

$$2\frac{d\lambda}{d\ln n_e}=1+\frac{d\ln C}{d\ln n_e}-(1-\varphi)(1-\sigma)
=\frac{d\ln C}{d\ln n_e}+\varphi+(1-\varphi)\sigma. \tag{13}$$

The last two terms are positive. In this model a fold consequently requires the energy cost per electron to fall with density.

With the coefficients used below, detachment is essential to a sufficiently steep fall: for $k_d=0$ the curve has no folds over the same density range. Depletion of $\mathrm{O_2}$ can also lower $C$. To see the role of detachment, note that setting (4) to zero gives $k_an_2=\alpha(k_dn_O+k_rn_+)$. Inserting this in (3) yields

$$k_in_2=\nu_w+(1-f)k_an_2,\qquad f=\frac{k_dn_O}{k_dn_O+k_rn_+}. \tag{14}$$

The fraction $f$ of attached electrons is returned. More electrons produce more O; if $f$ rises, less ionization is needed, $T$ falls, and so does $C$.

At low density $\varphi\to1$, and the capacitive term opposes the fold. At high density $\sigma\to2$, and saturation of the coupling opposes it. An S-shaped curve can lie between these limits if the cost falls steeply enough.

## A 200 mTorr example

Take $\mathrm{O_2}$ at 200 mTorr and 400 K, so $N=4.83\times10^{15}\ \mathrm{cm^{-3}}$. The chamber has radius 15 cm and height 10 cm. The ring has $a=10$ cm and $d=4$ cm, and the frequency is 13.56 MHz. With $\kappa L_c=1.5\ \mu$H, $R_0=127.8\ \Omega$; also $R_c=0.20\ \Omega$, $h=0.05$ and $\nu_O=100\ \mathrm{s^{-1}}$.

Rough typical coefficients, in $\mathrm{cm^3\,s^{-1}}$ with $T$ in eV, are

$$\begin{aligned}
k_i&=2.3\times10^{-9}Te^{-12.3/T},&k_s&=6.9\times10^{-9}e^{-6.3/T},\\
k_a&=1.1\times10^{-9}T^{-1.4}e^{-6.3/T},&k_x&=1.4\times10^{-9}e^{-2.1/T},
\end{aligned}$$

with $k_d=2\times10^{-10}$, $k_r=1.5\times10^{-7}$ and $k_m=6\times10^{-8}$. Here $k_x$ represents low-energy excitation. The losses for $i,s,a,x$ are 12.1, 6.1, 6.3 and 1.0 eV. These values give $n_0=4.80\times10^{10}\ \mathrm{cm^{-3}}$ and $\beta=0.294$.

Continuation with $\Delta s=0.1$ from $n_e=3\times10^7$ to above $5\times10^{10}\ \mathrm{cm^{-3}}$ finds folds at 2.93 and 2.69 A. The difference is 9% of the smaller current. At 2.81 A, between them, there are three states:

| State | $n_e$ ($\mathrm{cm^{-3}}$) | $T$ (eV) | $P$ (W) | leading $\mu$ ($\mathrm{s^{-1}}$) |
|---|---:|---:|---:|---:|
| lower | $1.81\times10^8$ | 2.00 | 2.5 | $-55$ |
| middle | $2.03\times10^9$ | 1.78 | 19.9 | $+42$ |
| upper | $1.79\times10^{10}$ | 1.63 | 131 | $-62$ |

For the middle state $x=2.028/48.01=0.0422$. Equation (7) gives

$$R=\frac{127.8(0.0422)}{1+(0.336)^2}+0.20=5.05\ \Omega,$$

and $P=(2.806)^2(5.05)/2=19.9$ W. On the loss side, $V=7069\ \mathrm{cm^3}$ and $C=8.65\times10^6\ \mathrm{eV\,s^{-1}}$ give $Vn_eC=1.24\times10^{20}\ \mathrm{eV\,s^{-1}}$, again 19.9 W.

The other middle eigenvalues are about $-9.8\times10^6$, $-6.3\times10^4$ and $-2.4\times10^3\ \mathrm{s^{-1}}$. The instability is therefore a single slow growth, with time $1/42.3\ \mathrm{s}=24$ ms. Of the 102 computed points, the 36 between the folds have one unstable eigenvalue and the others have none. No oscillatory instability appears at these points.

Integrating the nonlinear equations by an implicit Runge–Kutta method shows where the growth leads. The initial displacement follows the unstable eigenvector and changes $\ln n_e$ by $\pm0.05$. The positive displacement ends at the upper state and the negative one at the lower state.

The fold mechanism can be read from the densities. At the low-density fold $n_O=1.257\times10^{13}$ and $n_+=1.024\times10^{10}\ \mathrm{cm^{-3}}$, so

$$f=\frac{2514}{2514+1536}=0.62.$$

At the high-density fold the corresponding rates are 23,560 and 3,650 $\mathrm{s^{-1}}$, giving $f=0.87$. Meanwhile $C$ falls from $1.08\times10^7$ to $7.11\times10^6\ \mathrm{eV\,s^{-1}}$. In (13), the opposing capacitive and saturation terms are 0.142 and 0.005 at the first fold, and 0.012 and 0.119 at the second. This identifies what closes each side of the S. If O is held fixed in the middle-state Jacobian, its leading eigenvalue becomes $-2.4\times10^3\ \mathrm{s^{-1}}$: the instability needs the response of O.

The control also matters. At fixed current, heating per electron varies near the middle state as $n_e^{-0.064}$, by (13). At fixed absorbed power it varies as $n_e^{-1}$, a much stronger restoring effect. The same state then has leading eigenvalue $-109\ \mathrm{s^{-1}}$ and is stable. A generator with a matching network generally fixes neither quantity; its circuit equations must be added before this verdict is transferred to it.

## Comparison with a real source

The pressure and frequency lie in the regime of inductive oxygen sources used for photoresist stripping. The powers near the folds, 6 and 62 W, are low for such equipment, which commonly uses hundreds of watts or more. Fixed gas temperature is a serious weakness. Heat conduction relaxes the gas temperature in about 6 ms, faster than the 24 ms growth found above. The slow eigenvalues therefore apply only at an imposed gas temperature; otherwise a gas energy equation must be added. For uniform heating between plates separated by $l$, the central rise is $(P/V)l^2/(8\kappa_g)$. With $\kappa_g=0.035\ \mathrm{W\,m^{-1}K^{-1}}$ and all power heating the gas uniformly, the rise at the high-density fold is about 310 K. Heating concentrated in a ring 5 cm high, centred between the plates, gives about twice that peak; a ring filling the chamber height gives a peak of about 390 to 440 K, depending on whether the side wall is cooled. Recomputing at 500 K and the same pressure lowers the fold currents to 2.48 and 2.32 A, by 15% and 14%. At 710 K they are 1.95 and 1.88 A. These runs impose the same gas temperature on every state. Real heating follows the absorbed power, which is ten times larger at the high-density fold. In this model the gas temperature acts only through $N$, so the effect presumes a source held at fixed pressure rather than a closed vessel. Heating then lowers that fold's current more than the other's and widens the hysteresis. With a gas temperature of 400 K plus 1 K per watt absorbed, the folds lie at 2.90 and 2.44 A, 19% apart; with 3.4 K per watt, the mean rise for uniform heating between the plates, they are 33% apart. The widths at imposed temperature therefore do not describe a self-heated discharge.

Other uncertainties are also larger than the numerical error. Metastable $\mathrm{O_2}$, omitted here, can detach electrons from $\mathrm{O^-}$. Representing this extra channel crudely by a doubled $k_d$ moves the folds to 2.62 and 2.44 A. Doubling $h$, with the original $k_d$, moves them to 3.00 and 2.82 A. Two folds survive each of these separate changes, but the width shrinks from 9% to between 4% and 7.5%. Hysteresis thus survives these tests, but its relative width changes by a larger fraction than the fold currents do, and larger or combined changes could remove it.

The ring inductance also shifts the currents. For a thin ring with $b=a=10$ cm, the true inductance is 0.53 of the long-ring value used here. With $\kappa L_c$ unchanged, this correction moves the folds to 3.85 and 3.56 A, 8% apart. For a uniform current spread over the 4 cm depth the factor is 0.42, and the folds lie at 4.23 and 3.93 A. The currents in the example therefore illustrate the method and do not predict those of a particular source. The detachment mechanism is likewise shown only for this model; hysteresis in a real source can also come from effects left out here, such as density-dependent capacitive coupling, stepwise ionization or the matching circuit.

Finally, the eigenvalues concern uniform disturbances. A state stable in this reduced model may still be unstable to a spatial pattern, for which transport equations and their own Jacobian are required.
